**Ionisation from a low-energy Maxwellian fit and from the full electron distribution**

The program solves a steady kinetic balance for the energy probability function f(ε) of electrons in a model gas, with field heating, electron-electron, elastic and inelastic collisions. R is the ionisation coefficient extrapolated from a fit between 1 and 6 eV, divided by the coefficient from the full f; W is the heating coefficient, adjusted so that the fitted temperature is 3 eV. The program asserts the heating moments against random flights, the electron drag against Rutherford scattering, the two-slope formula against quadrature, and the energy balance and tail slope of the solution. It also asserts that R is one without inelastic collisions, that R grows as the electron density falls, and that a sufficient hot group brings R below one. At 100 mTorr and 1e11 electrons per cm³, the fit is accurate to 0.002 in ln f, yet R is about 1100. R falls to 1.05 at 1e15 per cm³, a mathematical limit. The output also sizes neglected effects: a collision frequency proportional to energy raises R to about 14 000, and stepwise ionisation from an assumed metastable fraction of 1e-5 is 2.4 times the direct rate.

## Check in Python

```python
# Result under test: a Maxwellian fitted to low-energy electrons overestimates
# ionisation when inelastic collisions deplete the tail; it is right when the
# tail is refilled, and can underestimate when a hot group is present.
# f(e): energy probability function, integral sqrt(e) f de = 1, e in eV.
# W: heating coefficient (eV/s); R: ionisation rate from fit / true rate.
# The field, electron-electron, elastic and inelastic terms are solved together.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad

QE, ME, EPS0 = sc.e, sc.m_e, sc.epsilon_0
GAMMA = np.sqrt(2 * QE / ME)              # speed = GAMMA sqrt(e)
PRESSURE_MTORR, GAS_K = 100.0, 300.0
NG = PRESSURE_MTORR * 1e-3 * sc.torr / (sc.k * GAS_K)
TG = sc.k * GAS_K / QE
K_MOM = 3e-13                             # momentum-transfer coefficient, m3/s
NU_M = NG * K_MOM
DELTA = 2 * ME / (40 * sc.atomic_mass)    # elastic energy-loss fraction
E_EX, S_EX = 12.0, 1e-20                  # excitation threshold, cross-section
E_IZ, S_IZ = 16.0, 4e-20                  # ionisation threshold, cross-section
LOG_C = 12.0                              # Coulomb logarithm
A_EE = QE**2 * LOG_C * GAMMA / (24 * np.pi * EPS0**2)
T_FIT, WIN_LO, WIN_HI, E_MAX = 3.0, 1.0, 6.0, 50.0
GAP, SHEATH = 0.10, 15.0                  # wall distance (m), sheath energy (eV)


def divergence(flux, h):
    return np.diff(flux, axis=0, prepend=0, append=0) / h


def solve(density, start=None, h=0.1, inelastic=True, wall=False, nu_power=0):
    """Steady f and W for which the low-energy fit has temperature T_FIT."""
    n = round(E_MAX / h)
    e = (np.arange(n) + 0.5) * h
    x = np.arange(1, n) * h
    j = np.arange(n - 1)
    mean, grad = np.zeros((n - 1, n)), np.zeros((n - 1, n))
    mean[j, j] = mean[j, j + 1] = 0.5
    grad[j, j], grad[j, j + 1] = -1 / h, 1 / h
    kernel = np.minimum.outer(x, x)**1.5
    k_mean, k_grad = kernel @ mean, kernel @ grad
    coulomb = 2 * density * A_EE * h
    elastic = DELTA * NU_M * x[:, None]**1.5 * (mean + TG * grad)
    fixed = divergence(elastic, h)
    shape = x**1.5 * (10.0 / x)**nu_power
    heat = divergence(shape[:, None] * grad, h)
    if inelastic:
        for threshold, size in ((E_EX, S_EX), (E_IZ, S_IZ)):
            loss = NG * GAMMA * size * np.maximum(e - threshold, 0)
            shift = round(threshold / h)
            i = np.arange(shift, n)
            fixed[i, i] -= loss[i]
            fixed[i - shift, i] += loss[i]
    if wall:
        escape = (GAMMA**2 * e / (3 * NU_M)) * (np.pi / GAP)**2
        loss = np.where(e > SHEATH, np.sqrt(e) * escape, 0)
        born = (e < 2.0) / np.sum(e < 2.0)
        fixed -= np.diag(loss)
        fixed += np.outer(born, loss)
    if start is None:
        f = 2 / np.sqrt(np.pi) / T_FIT**1.5 * np.exp(-e / T_FIT)
        w = 0.4 * (-h * e @ (fixed @ f)) / 1.5
    else:
        f = np.exp(np.interp(e, start[0], np.log(start[1])))
        w = start[2]
    window = (e > WIN_LO) & (e < WIN_HI)
    centred = np.where(window, e - e[window].mean(), 0)
    weights = centred / np.sum(centred**2)
    for _ in range(300):                  # Newton steps in relative changes
        fm, fg = mean @ f, grad @ f
        km, kg = kernel @ fm, kernel @ fg
        hf = heat @ f
        res = divergence(coulomb * (fg * km - fm * kg), h) + fixed @ f + w * hf
        jac = coulomb * (km[:, None] * grad - kg[:, None] * mean
                         + fg[:, None] * k_mean - fm[:, None] * k_grad)
        jac = divergence(jac, h) + fixed + w * heat
        big, rhs = np.zeros((n + 1, n + 1)), np.zeros(n + 1)
        big[:n, :n] = jac * f[None, :] / f[:, None]
        big[:n, n] = w * hf / f
        rhs[:n] = -res / f
        scale = np.abs(np.diag(big)).max()
        number = h * np.sqrt(e) * f
        big[0, :n], big[0, n] = scale * number, 0
        rhs[0] = scale * (1 - number.sum())
        big[n, :n] = scale * weights
        rhs[n] = scale * (-1 / T_FIT - weights @ np.log(f))
        step = np.linalg.solve(big, rhs)
        f = f * np.clip(1 + step[:n], 0.3, 3)
        w = w * np.clip(1 + step[n], 0.3, 3)
        if np.abs(step).max() < 1e-6:
            return e, f, w
    raise AssertionError("kinetic solution did not converge")


def fit_line(e, f):
    window = (e > WIN_LO) & (e < WIN_HI)
    slope, intercept = np.polyfit(e[window], np.log(f[window]), 1)
    error = np.log(f[window]) - intercept - slope * e[window]
    return -1 / slope, np.exp(intercept), np.abs(error).max()


def true_rate(e, f, threshold, size):
    return GAMMA * size * (e[1] - e[0]) * np.sum(np.maximum(e - threshold, 0) * f)


def fit_rate(temp, amp, threshold, size):
    return GAMMA * size * amp * temp**2 * np.exp(-threshold / temp)


def overestimate(sol):
    temp, amp, _ = fit_line(sol[0], sol[1])
    return fit_rate(temp, amp, E_IZ, S_IZ) / true_rate(sol[0], sol[1], E_IZ, S_IZ)


# Field heating: random flights against the moments of energy diffusion.
# Units here: mass 1, initial speed 1, collision frequency 1.
rng = np.random.default_rng(1)
kick, flights, electrons = 0.03, 100, 200000
v2 = np.ones(electrons)
for _ in range(flights):
    gain = kick * rng.exponential(size=electrons)
    v2 = v2 + 2 * np.sqrt(v2) * gain * rng.uniform(-1, 1, electrons) + gain**2
wt = 2 * kick**2 / 3 * flights
mc_gain, mc_var = v2.mean() / 2 - 0.5, np.var(v2 / 2)
th_gain = 1.5 * wt
th_var = 0.25 + 5 * wt * (0.5 + 0.75 * wt) - (0.5 + th_gain)**2
assert abs(mc_gain / th_gain - 1) < 0.03      # sampling error is below 1 %
assert abs(mc_var / th_var - 1) < 0.03

# Electron-electron drag: Rutherford scattering on electrons at rest.
e_test = 20.0
b90 = QE / (4 * np.pi * EPS0 * e_test)
area = quad(lambda t: 2 * np.pi * b90**2 / (1 + np.exp(-2 * t)), -20, LOG_C)[0]
drag = GAMMA * np.sqrt(e_test) * e_test * area
assert abs(drag / (3 * A_EE / np.sqrt(e_test)) - 1) < 1e-3


# Electron-electron flux: antisymmetric form against partial moments.
def trial(u):
    return np.exp(-(u / 5)**1.5)


def trial_slope(u):
    return -0.3 * np.sqrt(u / 5) * trial(u)


p = 8.0


def pair(u):
    return 2 * min(p, u)**1.5 * (trial_slope(p) * trial(u) - trial(p) * trial_slope(u))


flux_pair = quad(pair, 0, p)[0] + quad(pair, p, 80)[0]
a1 = quad(lambda u: np.sqrt(u) * trial(u), 0, p)[0]
a2 = quad(lambda u: u**1.5 * trial(u), 0, p)[0]
a3 = quad(trial, p, 80)[0]
flux_moment = 3 * a1 * trial(p) + 2 * (a2 + p**1.5 * a3) * trial_slope(p)
assert abs(flux_pair / flux_moment - 1) < 1e-6

# Two-temperature overestimate against direct quadrature.
tail_t = 1.0
top = quad(lambda u: (u - E_IZ) * np.exp(-u / T_FIT), E_IZ, 100)[0]
low = quad(lambda u: (u - E_IZ) * np.exp(-E_EX / T_FIT - (u - E_EX) / tail_t),
           E_IZ, 60)[0]
two_slope = (T_FIT / tail_t)**2 * np.exp((E_IZ - E_EX) * (1 / tail_t - 1 / T_FIT))
assert abs(top / low / two_slope - 1) < 1e-5

# Control without inelastic collisions: the Maxwellian must be right.
control = solve(1e17, inelastic=False)
r_control = overestimate(control)
w_control = DELTA * NU_M * (T_FIT - TG)
assert abs(control[2] / w_control - 1) < 2e-3
assert abs(r_control - 1) < 3e-3

# Same fitted temperature, decreasing electron density. The first density is
# a mathematical limit in which electron collisions outpace inelastic loss.
densities, scan, previous = [1e21, 1e20, 1e19, 1e18, 1e17], [], None
for density in densities:
    previous = solve(density, previous)
    scan.append(overestimate(previous))
assert scan[0] < 1.2, f"refilled limit not reached: {scan}"
assert np.all(np.diff(scan) > 0), f"scan is not monotonic: {scan}"
main, ne = previous, densities[-1]
e, f, w = main
h = e[1] - e[0]
ratio = scan[-1]
temp, amp, fit_error = fit_line(e, f)
assert ratio > 3 and fit_error < 0.1
above = (e > E_IZ) & (e < 40)
assert np.all(f[above] < amp * np.exp(-e[above] / temp))

# Energy balance from separately evaluated rates.
k_ex, k_iz = true_rate(e, f, E_EX, S_EX), true_rate(e, f, E_IZ, S_IZ)
mean_energy = h * np.sum(e**1.5 * f)
p_elastic = DELTA * NU_M * (mean_energy - 1.5 * TG)
p_inelastic = NG * (E_EX * k_ex + E_IZ * k_iz)
assert abs((p_elastic + p_inelastic) / (1.5 * w) - 1) < 5e-3

# Local tail slope: the formula omits the change of slope with energy.
e_tail = 20.0
diffusion = w * e_tail**1.5 + 2 * A_EE * ne * mean_energy
drift = 1.5 * w * np.sqrt(e_tail) + 3 * A_EE * ne
sink = NG * GAMMA * (S_EX * (e_tail - E_EX) + S_IZ * (e_tail - E_IZ))
slope_formula = (drift + np.sqrt(drift**2 + 4 * diffusion * sink)) / (2 * diffusion)
local_slope = -np.gradient(np.log(f), h)
slope_solved = np.interp(e_tail, e, local_slope)
assert abs(slope_formula / slope_solved - 1) < 0.10
assert np.all(local_slope[(e > E_EX) & (e < 35)] > 1 / temp)

# Two-factor estimate; the tail slope is not constant, hence the tolerance.
f_threshold = np.exp(np.interp(E_IZ, e, np.log(f)))
deficit = amp * np.exp(-E_IZ / temp) / f_threshold
t_tail = 1 / np.interp(17.0, e, local_slope)
estimate = deficit * (temp / t_tail)**2
assert abs(estimate / ratio - 1) < 0.30

# Hot electrons can reverse the sign of the error.
t_hot = 10.0
amp_hot = 2 / np.sqrt(np.pi) / t_hot**1.5
k_hot = fit_rate(t_hot, amp_hot, E_IZ, S_IZ)
k_fit = fit_rate(temp, amp, E_IZ, S_IZ)
hot_fraction = (k_fit - k_iz) / (k_hot - k_iz)
mixed = (1 - 2 * hot_fraction) * f + 2 * hot_fraction * amp_hot * np.exp(-e / t_hot)
t_mixed, amp_mixed, _ = fit_line(e, mixed)
k_mixed = ((1 - 2 * hot_fraction) * k_iz + 2 * hot_fraction * k_hot)
r_mixed = fit_rate(t_mixed, amp_mixed, E_IZ, S_IZ) / k_mixed
assert r_mixed < 1

# Numerical shift and neglected effects.
r_fine = overestimate(solve(ne, main, h=0.05))
assert abs(r_fine / ratio - 1) < 0.03
r_wall = overestimate(solve(ne, main, wall=True))
r_nu = overestimate(solve(ne, main, nu_power=1))
rydberg = sc.value("Rydberg constant times hc in eV")
bohr = sc.value("Bohr radius")
e_step, metastable = E_IZ - E_EX, 1e-5
s_step = 4 * np.pi * bohr**2 * rydberg**2 / e * np.maximum(1 / e_step - 1 / e, 0)
k_step = GAMMA * h * np.sum(e * s_step * f)
step_share = metastable * k_step / k_iz
debye = np.sqrt(EPS0 * temp / (ne * QE))
log_debye = np.log(debye * 4 * np.pi * EPS0 * 1.5 * temp / QE)
field = np.sqrt(1.5 * w * ME * NU_M / QE)
k_norm = fit_rate(temp, 2 / np.sqrt(np.pi) / temp**1.5, E_IZ, S_IZ)

print(f"gas pressure {PRESSURE_MTORR:.0f} mTorr, temperature {GAS_K:.0f} K")
print(f"gas density {NG * 1e-6:.3e} cm^-3")
print(f"electron density {ne * 1e-6:.1e} cm^-3")
print(f"ionisation degree {ne / NG:.2e}")
print(f"momentum-transfer coefficient {K_MOM * 1e6:.1e} cm^3/s")
print(f"momentum-transfer frequency {NU_M:.3e} s^-1")
print(f"excitation: threshold {E_EX:.0f} eV, s = {S_EX * 1e4:.1e} cm^2")
print(f"ionisation: threshold {E_IZ:.0f} eV, s = {S_IZ * 1e4:.1e} cm^2")
print(f"Coulomb logarithm used {LOG_C:.1f}, Debye estimate {log_debye:.1f}")
print(f"Monte Carlo / formula: mean gain {mc_gain / th_gain:.4f}")
print(f"Monte Carlo / formula: energy variance {mc_var / th_var:.4f}")
print(f"two-slope example: tail {tail_t:.1f} eV, R = {two_slope:.1f}")
print(f"control without inelastic collisions: R = {r_control:.4f}")
print(f"fit window {WIN_LO:.0f} to {WIN_HI:.0f} eV")
print(f"fitted temperature {temp:.3f} eV")
print(f"fit amplitude {amp:.4f} eV^-3/2")
print(f"largest fit error in ln f {fit_error:.4f}")
print(f"true mean energy {mean_energy:.3f} eV")
print(f"mean energy from fitted temperature {1.5 * temp:.3f} eV")
print(f"heating coefficient W {w:.3e} eV/s")
print(f"effective field {field / 100:.3f} V/cm")
print(f"elastic share of energy loss {p_elastic / (1.5 * w):.4f}")
print(f"true ionisation coefficient {k_iz * 1e6:.3e} cm^3/s")
print(f"extrapolated ionisation coefficient {k_fit * 1e6:.3e} cm^3/s")
print(f"overestimate R {ratio:.2f}")
print(f"R with normalised Maxwellian at fitted T {k_norm / k_iz:.2f}")
print(f"excitation overestimate {fit_rate(temp, amp, E_EX, S_EX) / k_ex:.2f}")
print(f"true ionisation frequency {NG * k_iz:.3e} s^-1")
print(f"fit / true f at ionisation threshold {deficit:.3f}")
print(f"local tail temperature at 17 eV {t_tail:.3f} eV")
print(f"two-factor estimate of R {estimate:.2f}")
print(f"tail slope at 20 eV: solved {slope_solved:.3f} eV^-1")
print(f"tail slope at 20 eV: formula {slope_formula:.3f} eV^-1")
for density, value in zip(densities, scan):
    print(f"density {density * 1e-6:.0e} cm^-3: R = {value:.3f}")
print(f"10 eV electron fraction cancelling error {100 * hot_fraction:.3f} %")
print(f"with twice this fraction: fitted T {t_mixed:.3f} eV, R = {r_mixed:.3f}")
print(f"R on mesh 0.05 eV instead of 0.1 eV {r_fine:.2f}")
print(f"mesh shift of R {100 * (r_fine / ratio - 1):.2f} %")
print(f"wall distance {GAP * 100:.0f} cm, sheath energy {SHEATH:.0f} eV")
print(f"R with escape of fast electrons {r_wall:.2f}")
print(f"R with collision frequency proportional to energy {r_nu:.2f}")
print(f"assumed metastable fraction {metastable:.0e}")
print(f"stepwise / direct ionisation {step_share:.3f}")
print("all assertions hold")
```

Output:

```
gas pressure 100 mTorr, temperature 300 K
gas density 3.219e+15 cm^-3
electron density 1.0e+11 cm^-3
ionisation degree 3.11e-05
momentum-transfer coefficient 3.0e-07 cm^3/s
momentum-transfer frequency 9.656e+08 s^-1
excitation: threshold 12 eV, s = 1.0e-16 cm^2
ionisation: threshold 16 eV, s = 4.0e-16 cm^2
Coulomb logarithm used 12.0, Debye estimate 11.8
Monte Carlo / formula: mean gain 1.0019
Monte Carlo / formula: energy variance 1.0076
two-slope example: tail 1.0 eV, R = 129.5
control without inelastic collisions: R = 1.0001
fit window 1 to 6 eV
fitted temperature 3.000 eV
fit amplitude 0.2290 eV^-3/2
largest fit error in ln f 0.0021
true mean energy 3.972 eV
mean energy from fitted temperature 4.500 eV
heating coefficient W 4.700e+05 eV/s
effective field 0.622 V/cm
elastic share of energy loss 0.1478
true ionisation coefficient 2.152e-13 cm^3/s
extrapolated ionisation coefficient 2.361e-10 cm^3/s
overestimate R 1096.71
R with normalised Maxwellian at fitted T 1040.03
excitation overestimate 14.67
true ionisation frequency 6.928e+02 s^-1
fit / true f at ionisation threshold 36.244
local tail temperature at 17 eV 0.511 eV
two-factor estimate of R 1250.04
tail slope at 20 eV: solved 2.765 eV^-1
tail slope at 20 eV: formula 2.718 eV^-1
density 1e+15 cm^-3: R = 1.053
density 1e+14 cm^-3: R = 1.443
density 1e+13 cm^-3: R = 4.118
density 1e+12 cm^-3: R = 32.765
density 1e+11 cm^-3: R = 1096.711
10 eV electron fraction cancelling error 1.380 %
with twice this fraction: fitted T 3.022 eV, R = 0.514
R on mesh 0.05 eV instead of 0.1 eV 1098.38
mesh shift of R 0.15 %
wall distance 10 cm, sheath energy 15 eV
R with escape of fast electrons 1214.15
R with collision frequency proportional to energy 13995.65
assumed metastable fraction 1e-05
stepwise / direct ionisation 2.381
all assertions hold
```
